Fastest Spinodal Wavelength in Linear Cahn–Hilliard Theory: Two Derivations

DEFINITIONS AND CONVENTIONS

Let c be the atomic fraction of one component of a binary alloy, c0 its mean, and u = c − c0 the local deviation. The free energy is

F = ∫ [f(c) + (κ/2)|∇c|² + Yη²(c − c0)²] dV.

Here f is the free energy density of a uniform, unstressed alloy. The constant κ > 0 measures the cost of composition gradients; the factor 1/2 is a convention that affects the formulas for the wavelengths but not their ratio. The last term is coherency energy, with η the lattice strain per unit composition and Y = E/(1 − ν), where E is Young's modulus and ν is Poisson's ratio.

The coherency term follows from a plane wave of composition along z. The lattice is continuous, so all layers share the same in-plane spacing, that of the mean alloy. A layer that would like to strain by ηu in the plane is held at zero, and its elastic in-plane strain is −ηu in both directions. It is free to relax along z, so the normal stress vanishes. Each in-plane stress is then −Yηu, and the energy density is

½[(−Yηu)(−ηu) + (−Yηu)(−ηu)] = Yη²u².

With isotropic elasticity and elastic constants independent of composition, this holds for every wave direction, and the energies of different Fourier waves add.

Atoms are conserved. With J the flux and M(c) > 0 the mobility,

∂c/∂t = −∇·J,  J = −M∇μ,  μ = δF/δc.

A wave has wavenumber k and wavelength λ = 2π/k. Its amplitude changes as exp(Rt), so R > 0 means growth. The quantity that decides stability is the coherent curvature

g = f''(c0) + 2η²Y.

The result to be shown is this. If g < 0, waves longer than λ_c = 2π√(κ/|g|) grow and shorter ones decay. The fastest growth occurs at λ_m = √2 λ_c.

The wavelength λ_c is the one finite boundary between growth and decay. It is the lower edge of the unstable band and the upper edge of the stable one. The limit k → 0 is also neutral, because conservation forbids a uniform change of composition.

FIRST DERIVATION: THE LINEARISED FIELD EQUATION

Change c by a small δc with periodic boundaries. The gradient energy changes by

∫ κ∇c·∇δc dV = −∫ κ(∇²c) δc dV,

where integration by parts leaves no surface term. The other two terms are differentiated directly, so

μ = f'(c) + 2η²Y(c − c0) − κ∇²c.

Insert c = c0 + u and expand f'(c) = f'(c0) + f''(c0)u + O(u²). Then

μ = f'(c0) + gu − κ∇²u + O(u²).

The constant f'(c0) has no gradient, so ∇μ is already of first order in u. In M(c)∇μ, the correction M'(c0)u multiplies a first-order quantity and is of second order. It drops out, and with M now meaning M(c0),

∂u/∂t = M(g∇²u − κ∇⁴u).

For a wave cos(k·r), ∇² gives −k² and ∇⁴ gives +k⁴. Hence

R(k) = −Mk²(g + κk²).

If g ≥ 0, no wave grows. If g < 0, write g = −|g|:

R(k) = Mk²(|g| − κk²).

This vanishes at k = 0 and at

k_c² = |g|/κ.

Between these values R is positive; above k_c it is negative. For the maximum, differentiate:

dR/dk = 2M|g|k − 4Mκk³ = 2Mk(|g| − 2κk²).

The derivative is positive for small k > 0, changes sign once, and is negative afterwards. The single maximum is therefore at

k_m² = |g|/(2κ) = k_c²/2.

Since λ = 2π/k, λ_m = √2 λ_c. The maximum rate is

R_m = M · |g|/(2κ) · (|g| − |g|/2) = Mg²/(4κ).

With x = k²/k_c² = (λ_c/λ)², the whole curve becomes

R/R_m = 4x(1 − x).

For very long waves x is small and R ≈ M|g|k²: the driving force is nearly complete, but atoms must travel far. For very short waves R ≈ −Mκk⁴: the gradient energy erases the wave.

SECOND DERIVATION: DRIVING FORCE AGAINST FRICTION

This route follows the amplitude A(t) of a single wave and does not use the field equation for μ. Let

c = c0 + A cos(kz).

Average the excess free energy over one period. The term linear in A averages to zero, which expresses conservation. With ⟨cos²⟩ = ⟨sin²⟩ = 1/2, the remaining terms to order A² are

chemical: ½f''(c0)A² · ½ = f''(c0)A²/4,
elastic: Yη²A² · ½ = 2η²Y A²/4,
gradient: (κ/2)k²A² · ½ = κk²A²/4.

Their sum is

w = (A²/4)(g + κk²).

This already fixes the boundary. A wave lowers the free energy if k² < |g|/κ and raises it if k² > |g|/κ. Thus λ_c is a property of the energy alone and does not depend on the mobility.

The speed requires the cost of moving atoms. Conservation in one dimension reads

(dA/dt) cos(kz) = −∂J/∂z,

and the flux with zero mean is

J = −(1/k)(dA/dt) sin(kz).

The factor 1/k expresses the transport distance: for a given dA/dt, a longer wave needs a larger flux. Take the dissipation per unit volume as J²/M, which defines 1/M as a friction coefficient. J is of first order, so M may be evaluated at c0. The mean dissipation is

⟨J²⟩/M = (dA/dt)²/(2Mk²).

Dissipation is friction force times velocity, so the friction force conjugate to A is (dA/dt)/(2Mk²). It balances the driving force −dw/dA:

(dA/dt)/(2Mk²) = −(A/2)(g + κk²).

Multiplying by 2Mk² gives

dA/dt = −Mk²(g + κk²)A,

the same growth rate as before. Force balance is used here because energy balance alone would also permit dA/dt = 0 with an unbalanced driving force.

The maximum now follows without calculus. For a growing wave put p = κk² and q = |g| − κk². Both are positive, and

R = (M/κ)pq,  p + q = |g|.

Because 4pq = (p + q)² − (p − q)²,

R = (M/4κ)[g² − (p − q)²].

The largest value occurs at p = q, that is κk² = |g|/2. In the fastest wave the gradient energy cancels half of the driving curvature. Again k_m² = k_c²/2 and R_m = Mg²/(4κ).

WHAT EACH DERIVATION ASSUMES

Both assume small u, constant κ, a mobility that does not depend on k, and no thermal noise. Their other assumptions enter differently.

The first assumes the local law J = −M∇μ and obtains an equation for any small disturbance. That equation is linear with constant coefficients, so the independence of different Fourier waves is a result.

The second assumes that a single cosine keeps its shape and position. This is justified at first order because a uniform medium does not mix wavenumbers and reflection symmetry forbids drift. It also assumes quadratic dissipation. In return it separates the two causes: energy sets λ_c, and conserved transport supplies the factor k² that places the maximum inside the band.

The two routes also show how the result can change. If elasticity is anisotropic, g depends on the direction of the wave but not on its length in this continuum theory. With an isotropic mobility and κ, the factor √2 then holds along each unstable direction, and the fastest direction is the one with the most negative g.

A change in the power of k has a different effect. Suppose the gradient energy were such that κk² is replaced by γk⁴, with γ > 0. Then

R = Mk²(|g| − γk⁴),

so k_c⁴ = |g|/γ. Setting the derivative with respect to k² to zero gives |g| − 3γk⁴ = 0, hence k_m⁴ = k_c⁴/3 and λ_m/λ_c = 3^(1/4) ≈ 1.32. The factor √2 therefore belongs to the square-gradient energy combined with diffusive transport, which supplies the factor k² in front.

A MODEL ALLOY IN THE Fe–Cr REGIME

Take a regular solution on a bcc lattice with parameter a and volume per atom v = a³/2:

f = {k_BT[c ln c + (1 − c)ln(1 − c)] + Ωc(1 − c)}/v.

Two derivatives give

f'' = {k_BT/[c(1 − c)] − 2Ω}/v.

At c = 1/2 this vanishes when Ω = 2k_BT_crit, with T_crit the mean-field critical temperature without coherency stress.

The same pair energies give κ. In mean field let each of the eight neighbour bonds cost Ω/8 when its atoms are unlike. The probability of an unlike pair on sites i and j is

c_i(1 − c_j) + c_j(1 − c_i) = c_i(1 − c_i) + c_j(1 − c_j) + (c_i − c_j)².

The first two terms give the uniform mixing energy. With half of each bond assigned to each atom, the last gives (Ω/16)Σ_j(c_i − c_j)² per atom. For slow variation c_j − c_i ≈ δ_j·∇c, where the bonds are δ_j = (±a/2, ±a/2, ±a/2). Their sum is Σ_j(δ_j·∇c)² = 2a²|∇c|². The energy per atom is therefore Ωa²|∇c|²/8. Dividing by a³/2 gives Ω|∇c|²/(4a), and comparison with (κ/2)|∇c|² yields κ = Ω/(2a). Both f and κ are mean-field results. With fluctuations treated exactly, a bcc lattice with these bond energies separates only below about 0.79 T_crit, which is about 715 K for the T_crit = 900 K used below and lies under the ageing temperature. Ω is therefore best read as a parameter fitted to the top of the gap, not as a literal bond energy.

For the mobility take M = Dc(1 − c)v/(k_BT). When Ω and the stress are zero, Mf'' = D, so D is the diffusivity of the ideal solution.

The rough inputs are c0 = 0.50, T = 773 K, T_crit = 900 K, a = 0.287 nm, η = 0.006, E = 210 GPa, ν = 0.30 and D = 10⁻⁵ nm²/s. They give k_BT = 0.06661 eV, v = 0.01182 nm³, Ω = 0.1551 eV, κ = 0.2702 eV/nm and Y = 1872.5 eV/nm³. Then

f'' = (0.06661/0.25 − 2 × 0.1551)/0.01182 ≈ −3.70 eV/nm³,
2η²Y = 2 × 0.006² × 1872.5 ≈ 0.135 eV/nm³,
g ≈ −3.57 eV/nm³.

The boundary and fastest waves follow:

k_c = √(3.569/0.2702) ≈ 3.634 nm⁻¹,  λ_c ≈ 1.73 nm,
λ_m = √2 × 1.729 ≈ 2.45 nm.

With M = 4.436 × 10⁻⁷ nm⁵/(eV s),

R_m = 4.436 × 10⁻⁷ × 3.569²/(4 × 0.2702) ≈ 5.23 × 10⁻⁶ s⁻¹,

so the amplitude e-folding time 1/R_m is about 53 h. It is inversely proportional to the assumed D, whereas λ_m does not contain D.

The growth rate was also measured from the full nonlinear equation with composition-dependent mobility, using small waves. The numerically located maximum and boundary have the ratio 1.41421 at c0 = 0.5 and also at c0 = 0.4, where M'(c0) is not zero. In a separate run at c0 = 0.5, modes 1 to 60 began with equal tiny amplitudes in a periodic box of length 20λ_m. After ten e-folding times mode 20 was the largest, as predicted. These and the other computed values are listed in the numerical output.

STRESS, TEMPERATURE AND THE LATTICE

Without coherency strain, and with the other inputs fixed, λ_m would be 2.40 nm; the strain lengthens it by about 2%. Raising T by 10 K lengthens it to 2.55 nm, about 4%, because |g| falls as the spinodal is approached.

A wavelength of 2.45 nm spans fewer than nine lattice parameters, so the continuum approximation deserves a check. Let exchange with each neighbour be driven by the difference in μ. Both the energy and the transport then contain the same sum, and k² is replaced by

K(k) = (1/a²)Σ_j[1 − cos(k·δ_j)].

For small k this returns k², since Σ_j(k·δ_j)²/2 = a²k². The rate is R = −MK(g + κK), so K_m = K_c/2 by the same algebra. For a wave along <100>, K = (16/a²)sin²(ka/4), and

sin(k_m a/4) = sin(k_c a/4)/√2.

The wavelength ratio is no longer √2. It is 1.423 along <100>, 1.432 along <110> and 1.435 along <111>, up to about 1.5% above √2. The fastest wavelengths, 2.41 to 2.43 nm, lie within about 1.4% of the continuum value.

THERMAL NOISE AND THE END OF THE LINEAR STAGE

Thermal motion adds a random flux. Let S(k,t) be the mean squared Fourier amplitude of u per unit volume. Deterministic growth contributes 2RS to dS/dt, and white noise adds a term N(k). For stable waves, equipartition requires S = k_BT/(g + κk²) in equilibrium. Setting dS/dt = 0 then fixes

N = −2Rk_BT/(g + κk²) = 2Mk_BTk².

This does not contain g, and the same random flux is assumed in the unstable alloy. Thus

dS/dt = 2RS + 2Mk_BTk²,

S(k,t) = S(k,0)e^(2Rt) + (Mk_BTk²/R)(e^(2Rt) − 1).

At R = 0 the second term has the limit 2Mk_BTk²t. Noise therefore feeds short waves more strongly, and the peak of S need not lie at k_m.

As a starting state take the equilibrium fluctuations of a solution at 1300 K, preserved by an ideal quench. The rms fluctuation carried by waves with k < k_c is then 0.081 in atomic fraction. The distance from c0 to the coherent spinodal, where g vanishes, is 0.185. A rough criterion for the end of linear behaviour is that the first number has grown to equal the second. According to the noisy linear equation this happens after 0.28 e-folding times, about 15 h. The peak of S is then at 1.90 nm, 22% below λ_m. These numbers depend strongly on where the band is cut. Counting waves only up to k_m gives 0.83 e-folding times and a peak at 2.16 nm; counting up to 1.25k_c gives 0.11 and 1.70 nm; counting up to 2k_c, the criterion is met at the start. Even with the cut at k_c, the quartic term of f shifts the mean curvature by about 17% of |g| at t = 0. Only the order of magnitude, less than one e-folding time, is meaningful.

If the linear equation is continued beyond its range of validity, the peak moves to 2.40 nm after 5 e-folding times and to 2.43 nm after 20. The deterministic wavelength is thus approached, but in this example the alloy leaves the linear regime first. A clean interval of exponential growth at λ_m is not expected from these parameters.

A real quench takes a finite time, which could matter in two ways: waves may grow during the cooling, and the starting fluctuations may change. At 10 K/s, with D following an activation energy of 2.9 eV, integrating R_m from the coherent spinodal at 895 K down to 773 K limits the deterministic logarithmic growth to 2.4 × 10⁻⁴. That is negligible. It does not show that the fluctuations of 1300 K survive the cooling. If they keep adjusting while the alloy is still stable, they become larger as g falls, and the linear stage is shorter still or absent. In equilibrium at 900 K, just above the coherent spinodal, linear theory would give an rms fluctuation of about 0.20 in the same band of waves, already more than the distance 0.185. At 10 K/s, however, the assumed diffusion is too slow to keep these waves in equilibrium down to 900 K, so the fluctuation actually reached in such a quench is smaller. Integrating the noisy linear equation along the cooling path, the waves stay near equilibrium down to about 1000 K and freeze at an rms of about 0.12, well above the 0.081 of the ideal quench. By the same criterion the linear stage then ends after about 0.18 e-folding times, about 9.5 h, with the peak of S at about 2.10 nm, 14% below λ_m.

THE REAL ALLOY

Iron–chromium alloys do separate into iron-rich and chromium-rich regions on a nanometre scale when aged near 500 °C, and this hardens and embrittles ferritic stainless steels, a concern for hot process hardware. The model is only a rough guide to them. It omits magnetism, the asymmetry of the real miscibility gap and the competing sigma phase. Its composition is also far from typical: common ferritic steels contain roughly 10 to 30% chromium, whereas the model's spinodal at 773 K begins near 0.50 − 0.185 ≈ 0.32. In this model such steels would be stable against small waves at that temperature, except that the richest lie at the edge: 30% chromium by weight is an atomic fraction of about 0.315. Those inside the miscibility gap could separate only through large fluctuations, and those with too little chromium to lie inside it, below an atomic fraction of about 0.20 in this model, would not separate at all. The real gap reaches lower chromium contents, so this edge must not be used to judge real steels. Of the effects sized here, early noise and the short linear stage disturb the prediction most. The value 2.45 nm is the fastest wavelength of the linear model; it should not be read as the spacing of an aged alloy, which can also coarsen after the linear stage.

Numbers as computed

```
input mean Cr fraction: 0.50
input ageing temperature: 773 K
input critical temperature: 900 K
input lattice parameter: 0.287 nm
input strain per unit composition: 0.006
input Young modulus: 210 GPa; Poisson ratio: 0.30
input diffusivity at ageing temperature: 1.0e-05 nm^2/s
thermal energy kB T: 0.06661 eV
volume per atom: 0.01182 nm^3
regular-solution energy Omega: 0.1551 eV
gradient coefficient kappa: 0.2702 eV/nm
biaxial modulus Y: 1872.5 eV/nm^3
chemical curvature f'': -3.7036 eV/nm^3
coherency term 2 eta^2 Y: 0.1348 eV/nm^3
total curvature g: -3.5688 eV/nm^3
mobility M: 4.4361e-07 nm^5/(eV s)
boundary wavenumber k_c: 3.6341 1/nm
fastest wavenumber k_m: 2.5697 1/nm
boundary wavelength: 1.7290 nm
fastest wavelength: 2.4451 nm
fastest growth rate: 5.2269e-06 1/s
amplitude e-folding time: 53.14 h
measured wavelength ratio, c0=0.5: 1.41421
measured wavelength ratio, c0=0.4: 1.41421
square root of two: 1.41421
relative growth R/R_m at 0.9 lambda_c: -1.1584
relative growth R/R_m at 1.2 lambda_c: 0.8488
relative growth R/R_m at 2 lambda_m: 0.4375
time run: winning mode number in box of 20 lambda_m: 20
time run: log amplitude gain after 10 e-folding times: 10.0000
fastest wavelength without coherency strain: 2.4002 nm
fastest wavelength if 10 K hotter: 2.5516 nm
lattice <100>: boundary 1.7090 nm, fastest 2.4311 nm, ratio 1.4226
lattice <110>: boundary 1.6882 nm, fastest 2.4169 nm, ratio 1.4317
lattice <111>: boundary 1.6813 nm, fastest 2.4121 nm, ratio 1.4347
coherent spinodal temperature: 895.4 K
input cooling rate: 10 K/s; activation energy: 2.9 eV
log amplitude growth bound during cooling: 2.39e-04
input solution temperature: 1300 K
distance to coherent spinodal in composition: 0.1848
initial rms fluctuation in unstable band: 0.0809
linear regime ends near: 0.279 e-folding times
linear regime ends near: 14.82 h
noisy peak wavelength at that time: 1.900 nm
noisy linear peak after 5 e-folding times: 2.395 nm
noisy linear peak after 20 e-folding times: 2.432 nm
```
